# The Cauchy pressure of fcc metals in the embedded-atom method: a numerical check

```python
"""Cauchy pressure of an fcc crystal in the embedded-atom method (EAM).

Result under test, for a stress-free static fcc crystal:
    C12 - C44 = F''(rho) V^2 / Omega,   V = (1/3) sum_R R f'(R) = d rho / d ln Omega
Energy per atom: F(rho) + (1/2) sum_R phi(R), with rho = sum_R f(R).
F: embedding function, f: density of one neighbour, phi: pair potential,
Omega: volume per atom. Under pressure P the stress-strain coefficients obey
    B12 - B44 = 2 P + F'' V^2 / Omega.
Model: F = -XI sqrt(rho), f = exp(-2 Q (r/R0-1)), phi = 2 A exp(-P_REP (r/R0-1)).
Hartree atomic units. Elastic constants are found by straining the crystal.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq

XI, A, P_REP, Q, R0 = 0.05, 0.004, 10.0, 3.0, 5.0
HARTREE = physical_constants["Hartree energy"][0]
BOHR = physical_constants["Bohr radius"][0]
TO_GPA = HARTREE / BOHR**3 / 1e9

# fcc neighbour vectors in units of the cubic lattice constant
grid = np.array(list(itertools.product(range(-9, 10), repeat=3)))
grid = grid[(grid.sum(axis=1) % 2 == 0)]
norm2 = (grid**2).sum(axis=1)
NEIGHBOURS = grid[(norm2 > 0) & (norm2 <= 72)] / 2.0
FIRST_SHELL = grid[norm2 == 2] / 2.0

EYE = np.eye(3)
XX = np.diag([1.0, 0.0, 0.0])
YY = np.diag([0.0, 1.0, 0.0])
YZ = np.array([[0, 0, 0], [0, 0, 0.5], [0, 0.5, 0]])
STEP = 5e-4


def density_function(r):
    return np.exp(-2 * Q * (r / R0 - 1))


def pair_potential(r):
    return 2 * A * np.exp(-P_REP * (r / R0 - 1))


def embedding(rho):
    return -XI * np.sqrt(rho)


def distances(deformation, a, vectors=NEIGHBOURS):
    return np.linalg.norm(a * vectors @ deformation.T, axis=1)


def density(deformation, a):
    return density_function(distances(deformation, a)).sum()


def energy(deformation, a, embed=embedding, pair=pair_potential,
           vectors=NEIGHBOURS):
    r = distances(deformation, a, vectors)
    return embed(density_function(r).sum()) + 0.5 * pair(r).sum()


def small_strain(strain):
    return EYE + strain


def lagrangian_strain(strain):
    # a deformation D with D^T D = 1 + 2 strain
    return np.linalg.cholesky(EYE + 2 * strain).T


def elastic_constants(a, strain_map=small_strain, **model):
    """C11, C12, C44 from finite differences of the strained-crystal energy."""
    def mixed(s, t):
        total = 0.0
        for i, j in itertools.product((1, -1), repeat=2):
            d = strain_map(STEP * (i * s + j * t))
            total += i * j * energy(d, a, **model)
        return total / (4 * STEP**2) / (a**3 / 4)
    return np.array([mixed(XX, XX), mixed(XX, YY), mixed(YZ, YZ)])


def lattice_sums(a):
    """Density, V, F', F'' and the derived C11, C12, C44."""
    x = a * NEIGHBOURS
    r = np.linalg.norm(x, axis=1)
    f, phi = density_function(r), pair_potential(r)
    kf, kp = 2 * Q / R0, P_REP / R0
    rho = f.sum()
    v = (-kf * f * r).sum() / 3
    f1, f2 = -XI / (2 * np.sqrt(rho)), XI / (4 * rho**1.5)
    curvature_f = kf**2 * f / r**2 + kf * f / r**3
    curvature_phi = kp**2 * phi / r**2 + kp * phi / r**3
    weight = 0.5 * curvature_phi + f1 * curvature_f
    s11 = (weight * x[:, 0]**4).sum()
    s12 = (weight * x[:, 0]**2 * x[:, 1]**2).sum()
    many_body = f2 * v**2
    c = np.array([s11 + many_body, s12 + many_body, s12]) / (a**3 / 4)
    return rho, v, f1, f2, c


def radial_force(a):
    r = distances(EYE, a)
    rho = density_function(r).sum()
    slope = (-XI / (2 * np.sqrt(rho))) * (-2 * Q / R0) * density_function(r)
    return (r * (slope - 0.5 * P_REP / R0 * pair_potential(r))).sum()


# Equilibrium and the main comparison
a0 = brentq(radial_force, 0.8 * R0 * np.sqrt(2), 1.2 * R0 * np.sqrt(2), xtol=1e-12)
omega = a0**3 / 4
rho0, v0, f1, f2, c_formula = lattice_sums(a0)
c_strain = elastic_constants(a0)
cauchy_formula = f2 * v0**2 / omega
cauchy_strain = c_strain[1] - c_strain[2]
assert np.allclose(c_strain, c_formula, rtol=3e-4)
assert abs(cauchy_strain / cauchy_formula - 1) < 1e-3
assert c_strain[0] > c_strain[1] and c_strain[2] > 0

# Bulk modulus from the energy-volume curve
def energy_of_volume(volume):
    return energy(EYE, (4 * volume)**(1 / 3))


dv = 1e-3 * omega
bulk = omega * (energy_of_volume(omega + dv) - 2 * energy_of_volume(omega)
                + energy_of_volume(omega - dv)) / dv**2
assert abs(bulk / ((c_strain[0] + 2 * c_strain[1]) / 3) - 1) < 1e-3

# First-order density response: dilation counts, shear does not
def density_slope(strain):
    return (density(EYE + STEP * strain, a0)
            - density(EYE - STEP * strain, a0)) / (2 * STEP)


slope_dilation = density_slope(EYE / 3)
slope_shear = density_slope(YZ)
slope_tetragonal = density_slope(XX - YY)
assert abs(slope_dilation / v0 - 1) < 1e-4
assert abs(slope_shear) < 1e-8 and abs(slope_tetragonal) < 1e-8

# Change only the curvature of F at the equilibrium density
def embedding_with_curvature(scale):
    f0 = embedding(rho0)
    return lambda rho: (f0 + f1 * (rho - rho0)
                        + 0.5 * scale * f2 * (rho - rho0)**2)


c_flat = elastic_constants(a0, embed=embedding_with_curvature(0.0))
c_concave = elastic_constants(a0, embed=embedding_with_curvature(-0.5))
bulk_flat = (c_flat[0] + 2 * c_flat[1]) / 3
assert abs(c_flat[1] - c_flat[2]) < 1e-3 * c_flat[2]
assert abs(c_flat[2] / c_strain[2] - 1) < 1e-3
assert abs((c_flat[0] - c_flat[1]) / (c_strain[0] - c_strain[1]) - 1) < 1e-3
assert abs((bulk - bulk_flat) / cauchy_formula - 1) < 3e-3
assert abs((c_concave[1] - c_concave[2]) / (-0.5 * cauchy_formula) - 1) < 3e-3
assert c_concave[0] + 2 * c_concave[1] > 0

# Moving a linear term between F and phi leaves the energy unchanged
shift = -f1
test_deformation = EYE + 0.03 * XX + 0.05 * YZ
energy_shifted = energy(
    test_deformation, a0,
    embed=lambda rho: embedding(rho) + shift * rho,
    pair=lambda r: pair_potential(r) - 2 * shift * density_function(r))
assert abs(energy_shifted - energy(test_deformation, a0)) < 1e-12

# Compressed crystal: Lagrangian constants and stress-strain coefficients
ac = 0.97 * a0
omega_c = ac**3 / 4
rho_c, v_c, _, f2_c, _ = lattice_sums(ac)
many_body_c = f2_c * v_c**2 / omega_c
c_lagrange = elastic_constants(ac, strain_map=lagrangian_strain)
dvc = 1e-4 * omega_c
pressure = -(energy_of_volume(omega_c + dvc)
             - energy_of_volume(omega_c - dvc)) / (2 * dvc)


def cauchy_stress(deformation, direction):
    up = energy((EYE + STEP * direction) @ deformation, ac)
    down = energy((EYE - STEP * direction) @ deformation, ac)
    return (up - down) / (2 * STEP) / (omega_c * np.linalg.det(deformation))


def stress_slope(direction, strain):
    return (cauchy_stress(EYE + STEP * strain, direction)
            - cauchy_stress(EYE - STEP * strain, direction)) / (2 * STEP)


b12, b44 = stress_slope(XX, YY), stress_slope(YZ, YZ)
assert abs((c_lagrange[1] - c_lagrange[2]) / many_body_c - 1) < 2e-3
assert abs((b12 - b44) / (2 * pressure + many_body_c) - 1) < 2e-3

# Nearest-neighbour closed form for the size of the effect
r1 = a0 / np.sqrt(2)
rho1 = 12 * density_function(r1)
estimate = XI * np.sqrt(rho1) * (Q * r1 / R0)**2 / (9 * omega)
c_shell = elastic_constants(a0, strain_map=lagrangian_strain, vectors=FIRST_SHELL)
assert abs((c_shell[1] - c_shell[2]) / estimate - 1) < 2e-3

# Bond saturation: half-filled s band, hopping -1, two spins per orbital
band = []
for dimension in (1, 2, 3):
    points = 80
    k = 2 * np.pi * (np.arange(points) + 0.5) / points
    levels = np.zeros((points,) * dimension)
    for axis in range(dimension):
        shape = [1] * dimension
        shape[axis] = points
        levels = levels - 2 * np.cos(k).reshape(shape)
    levels = np.sort(levels.ravel())
    band.append(2 * levels[:levels.size // 2].sum() / levels.size)
band = np.array(band)
coordination = np.array([2, 4, 6])
per_neighbour = -band / coordination
per_root = -band / np.sqrt(coordination)
assert np.all(np.diff(per_neighbour) < 0)
assert per_root.max() / per_root.min() < 1.15


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


def show_modulus(label, value):
    show(label, 1e3 * value, "1e-3 hartree/bohr^3", 4)


show("Embedding strength xi", XI, "hartree", 3)
show("Repulsion strength A", A, "hartree", 3)
show("Repulsion exponent p", P_REP, "", 1)
show("Density exponent q", Q, "", 1)
show("Length r0", R0, "bohr", 1)
print("Neighbours in the lattice sums:", len(NEIGHBOURS))
show("Equilibrium lattice constant", a0, "bohr")
show("Nearest-neighbour distance", r1, "bohr")
show("Volume per atom Omega", omega, "bohr^3", 4)
show("Energy per atom", energy(EYE, a0), "hartree")
show("Density rho (dimensionless)", rho0)
show("V from lattice sum (dimensionless)", v0)
show("d rho/d ln Omega from dilation", slope_dilation)
print(f"d rho/d shear angle below 1e-8: {abs(slope_shear) < 1e-8}")
show("F'", f1, "hartree", 7)
show("F''", f2, "hartree", 7)
show_modulus("C11 from strained crystal", c_strain[0])
show_modulus("C12 from strained crystal", c_strain[1])
show_modulus("C44 from strained crystal", c_strain[2])
show_modulus("C12-C44 from strained crystal", cauchy_strain)
show_modulus("C12-C44 from F'' V^2/Omega", cauchy_formula)
show("C12-C44 from F'' V^2/Omega", cauchy_formula * TO_GPA, "GPa", 2)
show_modulus("Bulk modulus from energy-volume curve", bulk)
show_modulus("Tangent F: C11", c_flat[0])
show_modulus("Tangent F: C12", c_flat[1])
show_modulus("Tangent F: C44", c_flat[2])
show_modulus("Tangent F: bulk modulus", bulk_flat)
show_modulus("Curvature times -0.5: C12-C44", c_concave[1] - c_concave[2])
show_modulus("First-shell estimate of C12-C44", estimate)
show("Compressed crystal: a/a0", ac / a0, "", 2)
show_modulus("Compressed: pressure P", pressure)
show_modulus("Compressed: F'' V^2/Omega", many_body_c)
show_modulus("Compressed: Lagrangian C12-C44", c_lagrange[1] - c_lagrange[2])
show_modulus("Compressed: stress-strain B12-B44", b12 - b44)
show_modulus("Compressed: 2P + F'' V^2/Omega", 2 * pressure + many_body_c)
for z, e, n, s in zip(coordination, band, per_neighbour, per_root):
    print(f"s band, Z={z}: E/|t| = {e:.4f}, |E|/(Z|t|) = {n:.4f}, "
          f"|E|/(sqrt(Z)|t|) = {s:.4f}")
print("OK")
```

Output:

```
Embedding strength xi: 0.050 hartree
Repulsion strength A: 0.004 hartree
Repulsion exponent p: 10.0
Density exponent q: 3.0
Length r0: 5.0 bohr
Neighbours in the lattice sums: 1288
Equilibrium lattice constant: 6.92956 bohr
Nearest-neighbour distance: 4.89994 bohr
Volume per atom Omega: 83.1872 bohr^3
Energy per atom: -0.13150 hartree
Density rho (dimensionless): 14.55136
V from lattice sum (dimensionless): -29.66405
d rho/d ln Omega from dilation: -29.66406
d rho/d shear angle below 1e-8: True
F': -0.0065537 hartree
F'': 0.0002252 hartree
C11 from strained crystal: 6.1837 1e-3 hartree/bohr^3
C12 from strained crystal: 4.7051 1e-3 hartree/bohr^3
C44 from strained crystal: 2.3230 1e-3 hartree/bohr^3
C12-C44 from strained crystal: 2.3821 1e-3 hartree/bohr^3
C12-C44 from F'' V^2/Omega: 2.3821 1e-3 hartree/bohr^3
C12-C44 from F'' V^2/Omega: 70.08 GPa
Bulk modulus from energy-volume curve: 5.1980 1e-3 hartree/bohr^3
Tangent F: C11: 3.8016 1e-3 hartree/bohr^3
Tangent F: C12: 2.3230 1e-3 hartree/bohr^3
Tangent F: C44: 2.3230 1e-3 hartree/bohr^3
Tangent F: bulk modulus: 2.8159 1e-3 hartree/bohr^3
Curvature times -0.5: C12-C44: -1.1911 1e-3 hartree/bohr^3
First-shell estimate of C12-C44: 2.1233 1e-3 hartree/bohr^3
Compressed crystal: a/a0: 0.97
Compressed: pressure P: 0.6052 1e-3 hartree/bohr^3
Compressed: F'' V^2/Omega: 2.7160 1e-3 hartree/bohr^3
Compressed: Lagrangian C12-C44: 2.7160 1e-3 hartree/bohr^3
Compressed: stress-strain B12-B44: 3.9264 1e-3 hartree/bohr^3
Compressed: 2P + F'' V^2/Omega: 3.9264 1e-3 hartree/bohr^3
s band, Z=2: E/|t| = -1.2736, |E|/(Z|t|) = 0.6368, |E|/(sqrt(Z)|t|) = 0.9005
s band, Z=4: E/|t| = -1.6207, |E|/(Z|t|) = 0.4052, |E|/(sqrt(Z)|t|) = 0.8104
s band, Z=6: E/|t| = -2.0049, |E|/(Z|t|) = 0.3341, |E|/(sqrt(Z)|t|) = 0.8185
OK
```
